\section*{Sign reversal of the cubic field response in a quartic Landau ferroelectric}

A model ferroelectric with a continuous transition at 450 K is driven by a sinusoidal field of amplitude 0.2 kV/cm. At 5 K above the transition its polarization contains a third harmonic of $-2.43\times10^{-5}$ $\mu$C/cm$^2$. At 5 K below, in a single domain, the third harmonic is $+1.23\times10^{-5}$ $\mu$C/cm$^2$. The sign has reversed and the size has halved, although the nonlinear term in the free energy is the same in both states. Both facts follow from one expansion of the equation of state, made about two different equilibrium points.

Let $P$ be the polarization along the polar axis and $E$ the field along the same axis. The free-energy density is
\begin{equation}
G=\tfrac12 aP^2+\tfrac14 bP^4-EP,\qquad a=a_0(T-T_c),
\label{G}
\end{equation}
with $a_0>0$ and $b>0$. The polarization is uniform, the stress and the temperature $T$ are held fixed, and the field varies slowly enough for $P$ to stay in equilibrium on its branch. A linear background polarization of the lattice may be added to $P$; it changes the total permittivity but no nonlinear coefficient, and it is not included in $\chi$ below. Setting $\partial G/\partial P=0$ gives the equation of state
\begin{equation}
E=aP+bP^3 .
\label{eos}
\end{equation}

At zero field the solutions are $P=0$ and, if $a<0$, also $P^2=-a/b$. Stability requires $\partial^2G/\partial P^2=a+3bP^2>0$. Above $T_c$ the state $P=0$ has stiffness $a>0$ and is stable. Below $T_c$ it has stiffness $a<0$ and is unstable, while the states $P=\pm P_0$ with
\begin{equation}
P_0^2=\frac{|a|}{b}
\label{P0}
\end{equation}
have stiffness $-|a|+3|a|=2|a|$ and are stable. I take the domain with $P_0>0$ first. In either phase the response to a small field is written
\begin{equation}
P=P_0+\chi E+\chi_2E^2+\chi_3E^3+\dots ,
\label{series}
\end{equation}
where $P_0=0$ above $T_c$. In this convention $\chi=dP/dE$ at zero field has the unit F/m, so that $\chi/\varepsilon_0$ is the dimensionless susceptibility, and $\chi_3$ is the coefficient of $E^3$, which is one sixth of the third derivative.

To find the coefficients, put $P=P_0+p$ into (\ref{eos}) and expand the cube:
\begin{equation}
E=(aP_0+bP_0^3)+(a+3bP_0^2)p+3bP_0\,p^2+b\,p^3 .
\end{equation}
The first bracket vanishes because $P_0$ is an equilibrium state at zero field. What remains is
\begin{equation}
E=Ap+Bp^2+Cp^3,\quad A=a+3bP_0^2,\quad B=3bP_0,\quad C=b .
\label{ABC}
\end{equation}
Now insert $p=\chi E+\chi_2E^2+\chi_3E^3$. To third order in the field, $p^2=\chi^2E^2+2\chi\chi_2E^3$ and $p^3=\chi^3E^3$. Equating the coefficients of each power of $E$ on the two sides gives
\begin{align}
1&=A\chi,\\
0&=A\chi_2+B\chi^2,\\
0&=A\chi_3+2B\chi\chi_2+C\chi^3 .
\end{align}
The first line gives $\chi=1/A$ and the second $\chi_2=-B\chi^2/A=-B\chi^3$. With these, the third line becomes
\begin{equation}
\chi_3=-\frac{2B\chi\chi_2+C\chi^3}{A}
=\left(\frac{2B^2}{A}-C\right)\chi^4 ,
\label{general}
\end{equation}
where one factor $\chi$ in the first term has been written as $1/A$. Equation (\ref{general}) holds for any smooth equation of state expanded about a stable point, and the two phases differ only in the values of $A$ and $B$.

Above $T_c$, $P_0=0$, so $A=a$ and $B=0$. Then
\begin{equation}
\chi=\frac1a,\qquad \chi_2=0,\qquad \chi_3=-b\chi^4=-\frac{b}{a^4}.
\label{above}
\end{equation}
Below $T_c$, (\ref{P0}) gives $A=2|a|$ and $B^2=9b^2P_0^2=9b|a|$. Hence $2B^2/A=18b|a|/(2|a|)=9b$, and
\begin{equation}
\chi=\frac1{2|a|},\quad \chi_2=-3bP_0\chi^3,\quad
\chi_3=(9-1)b\chi^4=+8b\chi^4=\frac{b}{2|a|^4}.
\label{below}
\end{equation}
The last form uses $8/2^4=1/2$.

The two contributions in $9-1$ have separate meanings. The $-1$ comes from the cubic restoring term $bp^3$, which stiffens the crystal at large displacement and reduces the response in both phases. The $+9$ comes from the quadratic term $Bp^2$, which the equivalence of $P$ and $-P$ forbids above $T_c$ and which appears once the crystal has chosen a sign of $P_0$. This term acts twice. The linear displacement $p_1=\chi E$ first produces a second-order displacement $p_2=-Bp_1^2/A$, which is negative for either sign of the field: the polarization moves towards the softer side of its potential well. The cross term $2Bp_1p_2=-2B^2p_1^3/A$ in the restoring force then opposes $bp_1^3$, and outweighs it nine to one. When the response is computed numerically with one nonlinear term kept at a time, the quadratic term alone gives $+9$ and the cubic term alone $-1$, in units of $b\chi^4$.

The factors $-1$ and $+8$ compare each coefficient with the susceptibility of its own phase. At equal distances from $T_c$ the susceptibility below is half that above, and (\ref{above}) and (\ref{below}) give
\begin{equation}
\frac{\chi_3(T_c-\Delta)}{\chi_3(T_c+\Delta)}=-\frac12 ,
\label{half}
\end{equation}
where $\Delta$ is the distance in temperature. This is the factor of one half in the two harmonics. The coefficient does not pass through zero at the transition. It falls to $-\infty$ as $T_c$ is approached from above and rises to $+\infty$ from below, in both cases as $|T-T_c|^{-4}$. At $T_c$ itself (\ref{eos}) reads $E=bP^3$, so that $P=(E/b)^{1/3}$, which has no expansion in powers of $E$ and no cubic coefficient.

The series (\ref{series}) has a finite range, set by the points where $dE/dP=a+3bP^2=0$, since there the slope $dP/dE$ is infinite. At such a point $bP^2=-a/3$, and (\ref{eos}) gives $E=\tfrac23aP$. Below $T_c$ the points are $P=\pm\sqrt{|a|/3b}$, with $E=\mp E_c$ and
\begin{equation}
E_c=\frac{2|a|}{3}\sqrt{\frac{|a|}{3b}}=\frac{2|a|^{3/2}}{3\sqrt{3b}} .
\label{Ec}
\end{equation}
A field opposing $P_0$ lowers the polarization from $P_0$ to $\sqrt{|a|/3b}$, where the branch ends at $E=-E_c$; this is the coercive field of uniform switching. At $E=+E_c$ the two other roots merge and the branch of interest is smooth. Above $T_c$ the points are $P=\pm i\sqrt{a/3b}$, with imaginary fields $\pm iE_c$. Nothing happens to the crystal at a real field of size $E_c$, but the power series diverges at larger fields all the same. The radius of convergence is $E_c$ in both phases.

For numbers I take rough parameters in the regime of lead germanate, a uniaxial ferroelectric with a continuous transition near 450 K. The Curie constant is $\theta=1.2\times10^4$ K, so that $a_0=1/(\varepsilon_0\theta)=9.41\times10^6$ V m/(C K), and $b=6.0\times10^{11}$ V m$^5$/C$^3$. At 5 K from the transition $|a|=4.71\times10^7$ V m/C. This gives
\begin{equation}
P_0=\sqrt{\frac{4.71\times10^{7}}{6.0\times10^{11}}}\ \mathrm{C/m^2}
=8.86\times10^{-3}\ \mathrm{C/m^2},
\end{equation}
or 0.886 $\mu$C/cm$^2$, and $E_c=1.60$ kV/cm from (\ref{Ec}). The ratio of successive high-order coefficients of the series, extracted numerically, gives the same 1.60 kV/cm as the radius of convergence on each side. The susceptibilities are $\chi=1/|a|=2.125\times10^{-8}$ F/m above and half of that, $1.0625\times10^{-8}$ F/m, below, or 2400 and 1200 in units of $\varepsilon_0$. The cubic coefficients are
\begin{align}
\text{above: }\chi_3&=-6.0\times10^{11}\,(2.125\times10^{-8})^4
=-1.22\times10^{-19},\\
\text{below: }\chi_3&=8\times6.0\times10^{11}\,(1.0625\times10^{-8})^4
=+6.12\times10^{-20},
\end{align}
both in C m/V$^3$. In engineering units they are $-0.0122$ and $+0.0061$ $\mu$C/cm$^2$ per (kV/cm)$^3$. The same coefficients were also obtained without the inversion above, by following the root of (\ref{eos}) around a circle in the complex field plane and taking its Fourier components. Their ratios to $b\chi^4$ came out as $-1.000000$ and $8.000000$.

For a drive $E=E_0\cos\omega t$, the identity $\cos^3x=\tfrac34\cos x+\tfrac14\cos3x$ gives a leading third-harmonic amplitude $\chi_3E_0^3/4$. With $E_0=0.2$ kV/cm above $T_c$ this is $-0.01223\times0.008/4=-2.45\times10^{-5}$ $\mu$C/cm$^2$. The complete equation of state gives $-2.43\times10^{-5}$, smaller in size by 0.9\%. The next order in the field accounts for the difference. Above $T_c$, let $\chi_5$ be the coefficient of $E^5$. The terms of fifth order in (\ref{eos}) are $a\chi_5+3b\chi^2\chi_3=0$, so $\chi_5=3b^2/a^7$. Since $\cos^5x$ contains $\tfrac5{16}\cos3x$, the relative correction to the third harmonic is
\begin{equation}
\frac{5\chi_5E_0^5/16}{\chi_3E_0^3/4}
=-\frac{15}{4}\,\frac{bE_0^2}{a^3}=-0.9\% .
\end{equation}
Below $T_c$ the complete equation exceeds the cubic estimate by a similar fraction.

The same coefficient appears in the small-signal permittivity under a steady bias $E$. Differentiating (\ref{series}) gives
\begin{equation}
\frac{dP}{dE}=\chi+2\chi_2E+3\chi_3E^2+\dots
\label{slope}
\end{equation}
Averaging over the two signs of the bias removes the linear term and leaves a relative change $3\chi_3E^2/\chi$. This equals $-3b\chi^3E^2=-3bE^2/a^3$ above and $24b\chi^3E^2=+3bE^2/|a|^3$ below: at equal distance from $T_c$ the two changes are equal and opposite at this order. For 0.2 kV/cm they are $\mp0.69$\%, and the complete equation of state gives $-0.68$\% and $+0.70$\%. A measurement on a single domain with one sign of bias shows something else. There the linear term dominates, with $2|\chi_2|E/\chi=7.2$\%. The slope falls by 6.6\% for a bias along $P_0$ and rises by 8.0\% for a bias against it, and the positive cubic response shows in the unequal size of the two changes, or in the curvature of the slope as a function of the bias.

A domain with polarization $-P_0$ responds as the mirror image of the first: its polarization at field $E$ is minus that of the first domain at $-E$. Its even coefficients therefore have the opposite sign and its odd ones are the same. Let a crystal have volume fractions $f$ and $1-f$ of the two kinds, separated by immobile walls parallel to the polar axis, so that both kinds feel the same field. The quadratic response is then $(2f-1)\chi_2$, while the cubic response remains $+8b\chi^4$ for any $f$. With equal fractions the second harmonic cancels, and the positive $\chi_3$ is the leading nonlinearity. Domains stacked along the polar axis do not in general share the field equally, and the factor 8 does not carry over to them.

The drive must remain well below $E_c$, and this fails close to the transition because $E_c$ shrinks as $|T-T_c|^{3/2}$. Here $E_0/E_c=0.125$ at 5 K. The two fields become equal at $5\times0.125^{2/3}\approx1.2$ K from $T_c$. Closer than that, the peak of the drive lies outside the range of the series. The harmonic in a real drive therefore does not diverge as $\chi_3$ does: at $T_c$ the whole polarization is bounded by $(E_0/b)^{1/3}$, about 0.3 $\mu$C/cm$^2$.

A sixth-order term $cP^6/6$ in the free energy adds $cP^5$ to the equation of state. Above $T_c$ this enters at order $E^5$ and leaves $\chi_3=-b\chi^4$ unchanged. Below, the zero-field condition is $a=-bP_0^2-cP_0^4$. With $r=cP_0^2/b$ the expansion coefficients become
\begin{align}
A&=a+3bP_0^2+5cP_0^4=2bP_0^2(1+2r),\\
B&=3bP_0+10cP_0^3=3bP_0\left(1+\tfrac{10}{3}r\right),\\
C&=b+10cP_0^2=b(1+10r),
\end{align}
and (\ref{general}) gives
\begin{equation}
\frac{\chi_3}{b\chi^4}=\frac{9\,(1+10r/3)^2}{1+2r}-1-10r\approx8+32r .
\label{sextic}
\end{equation}
The factor 8 thus belongs to the neighbourhood of the transition, where $P_0$ is small. With an allowance of $c=1.0\times10^{14}$ V m$^9$/C$^5$, $r=0.013$ at 5 K below $T_c$ and the factor is 8.4. At 300 K the same parameters give $P_0=4.25$ $\mu$C/cm$^2$, hence $r=0.30$ and a factor of about 19. If $b$ is negative, the transition is discontinuous, and the condition $b>0$ used here fails. The response above the transition is then already positive, since $-b\chi^4>0$.

The temperature was held fixed, but a drive too fast for heat to leave the crystal holds the entropy fixed instead. The polarization-dependent part of the entropy density is $-\partial(\tfrac12aP^2)/\partial T=-\tfrac12a_0P^2$. With $C_v$ the heat capacity per volume at fixed $P$, constant entropy requires $C_v\,dT/T=a_0P\,dP$. For a small temperature change from the starting value $T_0$ this integrates to $T-T_0=T_0a_0(P^2-P_0^2)/(2C_v)$. Inserted into (\ref{eos}), it gives
\begin{equation}
E=\left[a(T_0)-gP_0^2\right]P+(b+g)P^3,\qquad g=\frac{T_0a_0^2}{2C_v}.
\end{equation}
This is again a quartic model with the same $P_0$, because below $T_c$ the bracket equals $-(b+g)P_0^2$. The factors $-1$ and $+8$ therefore survive, to first order in the temperature change, with $b+g$ in place of $b$ and the adiabatic susceptibility in place of $\chi$. For a rough $C_v=2.4\times10^6$ J/(m$^3$ K), $g/b=0.014$. Above $T_c$ the susceptibility is unchanged and $\chi_3$ grows in size by 1.4\%. Below, $\chi$ falls by the factor $1+g/b$, so $\chi_3$ changes by $(1+g/b)^{-3}$, a decrease of 4.0\%. In a steady periodic drive the mean temperature, not the temperature at zero field, settles at that of the surroundings. The third harmonic still changes by these amounts, but the cubic part of the fundamental changes by different ones: about $+0.5$\% above $T_c$, which is $g/3b$, and about $-3.6$\% below.

Mean-field theory also omits thermal fluctuations. A polarization wave of wave vector $\mathbf q$, at angle $\theta_q$ to the polar axis, has stiffness $M+3bP^2$ with $M=a+\kappa q^2+D\cos^2\theta_q$. Here $\kappa$ is the gradient coefficient and $D=1/(\varepsilon_0\varepsilon_b)$ is the depolarizing stiffness in a background of relative permittivity $\varepsilon_b$. In the Gaussian approximation the waves add $\tfrac12k_BT\int\ln(M+3bP^2)\,d^3q/(2\pi)^3$ to the free-energy density. The $P^4$ term of the logarithm is $-9b^2P^4/(2M^2)$, and comparison with $\tfrac14bP^4$ gives
\begin{equation}
\frac{\delta b}{b}=-9bk_BT\int\frac{d^3q}{(2\pi)^3}\,\frac1{M^2}.
\end{equation}
A constant part of this shift is absorbed in a fitted $b$, and above $T_c$ its drift with temperature remains. Below $T_c$ the higher powers of $P$ in the logarithm also act, because $P_0$ is finite, and they change the factor 8 itself. If $b$ is taken from the response 5 K above $T_c$, that factor at 5 K below rises, to first order, by a relative amount about 3.7 times the drift of $b$ given next, or about 8\% for the larger gradient length used there. Write $\kappa=\ell^2a_0T_c$ and take $\varepsilon_b=20$. With the prefactor $k_BT$ held at its value at $T_c$, the integral then lowers $b$ between 10 K and 5 K above $T_c$ by 2\% if $\ell=1$ nm and by 18\% if $\ell=0.5$ nm; the change of the prefactor itself reduces the 18\% to about 16\%. The result scales as $\ell^{-3}$, and $\ell$ is an allowance here, not a known constant of the material. For $\ell=0.5$ nm the whole shift, including its constant part, is larger than the fitted $b$, so the first-order figures there only indicate that fluctuations are strong. Near the transition fluctuations may thus be the largest of the intrinsic corrections sized here, and they are the least certain.

Lead germanate has a measured room-temperature polarization of roughly 5 $\mu$C/cm$^2$, near the 4.25 $\mu$C/cm$^2$ of the model with the sixth-order term. This comparison tests only one combination of the coefficients: a smaller $b$ with a larger $c$ can give the same polarization at 300 K and a factor well above 8.4 at 5 K below $T_c$. One assumption that real crystals easily break is that the walls stand still. Reversing a volume fraction $\delta f$ changes the mean polarization by $2P_0\,\delta f$. A third-harmonic oscillation of $\delta f$ with amplitude $1.23\times10^{-5}/(2\times0.886)\approx7\times10^{-6}$ would equal the whole intrinsic signal below $T_c$, so wall motion in seven parts per million of the volume can double or cancel it. The temperature scale matters as well: because $\chi_3\propto|T-T_c|^{-4}$, a true distance of 4.5 K instead of 5 K raises $\chi_3$ by $(5/4.5)^4-1\approx52$\%. Leakage and electrode layers are left out and have not been sized. A test of the factor $+8$ therefore needs a crystal whose walls are absent or pinned, and $\chi$ and $\chi_3$ measured at the same temperature. The drive must be small compared with $E_c$ and also with the measured coercive field, which is usually much lower because real crystals switch by nucleation and wall motion. The background permittivity must be subtracted from the measured one to obtain $\chi$: a background of 20 left in place would turn the factor 8 into 7.5 at 5 K below $T_c$ and the factor $-1$ into $-0.97$ at 5 K above, so that their ratio would read 7.7 in size. The ratio $\chi_3/\chi^4$ then no longer contains the distance from $T_c$ in this model, and its values in the two phases should stand as $-1$ to $+8$. This holds for the quartic mean-field model; in a real crystal the sixth-order term and the fluctuations estimated above both raise the second number at 5 K, by several per cent or more. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Tc = 450 K, Curie constant = 12000 K
a0 = 9.4117e+06 V m/(C K)
b = 6.00e+11 V m^5/C^3
distance from Tc = 5.0 K, |a| = 4.7059e+07 V m/C
P0 below = 0.8856 uC/cm2
limit field Ec = 1.6041 kV/cm
Ec from series, above = 1.6041 kV/cm
Ec from series, below = 1.6041 kV/cm
chi above = 2.1250e-08 F/m, chi/eps0 = 2400.0
chi below = 1.0625e-08 F/m, chi/eps0 = 1200.0
chi2 below = -1.9121e-14 C/V^2
chi3 above = -1.2235e-19 C m/V^3
chi3 below = 6.1173e-20 C m/V^3
chi3 above = -0.01223 uC/cm2 per (kV/cm)^3
chi3 below = 0.00612 uC/cm2 per (kV/cm)^3
chi3/(b chi^4) above = -1.000000
chi3/(b chi^4) below = 8.000000
share of quadratic term = 9.000000
share of cubic term = -1.000000
chi3 below / chi3 above = -0.500000
drive amplitude = 0.20 kV/cm, E0/Ec = 0.1247
third harmonic above, cubic estimate = -2.4469e-05 uC/cm2
third harmonic above, full = -2.4260e-05 uC/cm2
mean slope change at +-E0, above = -0.683 %
third harmonic below, cubic estimate = 1.2235e-05 uC/cm2
third harmonic below, full = 1.2341e-05 uC/cm2
mean slope change at +-E0, below = 0.699 %
slope change below, E0 along P0 = -6.57 %
slope change below, E0 against P0 = 7.97 %
P^6 allowance c = 1.0e+14 V m^9/C^5, r = 0.01291
P at 300 K with P^6 term = 4.25 uC/cm2
factor 8 becomes, with P^6 term = 8.416
heat capacity = 2.4e+06 J/(m^3 K)
g/b below = 0.01369
adiabatic change of chi3 above = 1.40 %
adiabatic change of chi3 below = -4.00 %
background permittivity = 20, D/a = 120.0
drift of b, 10 K to 5 K above, gradient length 0.5 nm = 17.76 %
drift of b, 10 K to 5 K above, gradient length 1.0 nm = 2.22 %
\end{verbatim}
